# Exact Isolated Hartree Energy from a Spherically Truncated Coulomb Kernel

## 1. The result

A plane-wave calculation repeats every charge density periodically. The Hartree energy of a single, isolated density can still be obtained from its plane-wave coefficients if the Coulomb interaction is cut off at a suitable radius.

Let $n(\mathbf r)$ be a real, square-integrable density that vanishes outside a bounded set $S$. Let $D$ be the diameter of $S$, meaning the largest distance between two of its points (the supremum, if no largest distance is attained). The density may carry any total charge $N=\int n\,d\mathbf r$ and may change sign. It is repeated on a lattice with translations $\mathbf T$, cell volume $\Omega$ and shortest non-zero translation of length $T_{\min}$. Define the truncated interaction

$$v_R(r)=\begin{cases}1/r, & r<R,\\ 0, & r\ge R.\end{cases}$$

If

$$R\ge D\qquad\text{and}\qquad T_{\min}\ge R+D, \tag{1}$$

then

$$\frac{\Omega}{2}\sum_{\mathbf G}|n_{\mathbf G}|^2\,v_R(G)=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'. \tag{2}$$

The right side is the Hartree energy $E$ of the isolated density. The left side is a sum over all reciprocal lattice vectors $\mathbf G$, with

$$v_R(G)=\frac{4\pi}{G^2}\,(1-\cos GR),\qquad v_R(0)=2\pi R^2. \tag{3}$$

Atomic units are used in the algebra. Numerical energies are in eV and lengths in Å.

## 2. Conventions

The periodic density and its Fourier coefficients are

$$n_{\rm per}(\mathbf r)=\sum_{\mathbf T}n(\mathbf r-\mathbf T)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad n_{\mathbf G}=\frac1\Omega\int n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d\mathbf r .$$

The last integral runs over all space. It equals the integral of $n_{\rm per}$ over one cell, because $e^{-i\mathbf G\cdot\mathbf T}=1$ allows the pieces of $n$ lying in different cells to be shifted into one cell. This shift is called unfolding below when it is used in the reverse direction. It also means that the density may straddle a cell boundary.

For two square-integrable periodic functions $f$ and $g$, Parseval's theorem reads

$$\int_{\rm cell}f^*g\,d\mathbf r=\Omega\sum_{\mathbf G}f_{\mathbf G}^*g_{\mathbf G}. \tag{4}$$

## 3. The transform of the truncated interaction

The transform is $v_R(G)=\int v_R(r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r$. With the polar axis along $\mathbf G$ and $u=\cos\vartheta$, the angular integral is

$$2\pi\int_{-1}^{1}e^{-iGru}\,du=4\pi\,\frac{\sin Gr}{Gr}.$$

The radial integral is then

$$v_R(G)=\int_0^R r^2\,\frac1r\,4\pi\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^R\sin Gr\,dr=\frac{4\pi}{G^2}(1-\cos GR).$$

At $G=0$ the angular integral is $4\pi$, so $v_R(0)=4\pi\int_0^R r\,dr=2\pi R^2$. This proves (3).

The value at $G=0$ is finite because the interaction has finite range. A charged density therefore needs no compensating background, and its $G=0$ term must be kept.

Writing $1-\cos x=2\sin^2(x/2)$ gives two bounds. Since $|\sin(x/2)|\le |x|/2$ and $|\sin(x/2)|\le1$,

$$0\le v_R(G)\le 2\pi R^2,\qquad v_R(G)\le\frac{8\pi}{G^2}\quad(G\ne0). \tag{5}$$

By (4), $\sum|n_{\mathbf G}|^2$ is finite. The first bound then shows that the energy sum in (2) converges absolutely, so its value does not depend on the order of summation.

## 4. From the reciprocal sum to real space

Define the periodic interaction

$$W(\mathbf r)=\sum_{\mathbf T}v_R(|\mathbf r-\mathbf T|).$$

At any point only finitely many terms are non-zero. The function $W$ is square-integrable over a cell, because near a lattice point it behaves as $1/r$ and

$$\int v_R^2\,d\mathbf r=4\pi\int_0^R\frac{1}{r^2}\,r^2\,dr=4\pi R$$

is finite. Its Fourier coefficients follow by unfolding:

$$W_{\mathbf G}=\frac1\Omega\int_{\rm cell}W(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r=\frac1\Omega\int v_R(r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r=\frac{v_R(G)}{\Omega}.$$

The potential made by the periodic density is

$$V(\mathbf r)=\int_{\rm cell}W(\mathbf r-\mathbf r')\,n_{\rm per}(\mathbf r')\,d\mathbf r'=\int W(\mathbf r-\mathbf r')\,n(\mathbf r')\,d\mathbf r'. \tag{6}$$

To find its coefficients, insert $\mathbf r=\mathbf s+\mathbf r'$:

$$V_{\mathbf G}=\frac1\Omega\int_{\rm cell}W(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d\mathbf s\int_{\rm cell}n_{\rm per}(\mathbf r')e^{-i\mathbf G\cdot\mathbf r'}d\mathbf r'=\frac1\Omega\,(\Omega W_{\mathbf G})(\Omega n_{\mathbf G})=v_R(G)\,n_{\mathbf G}.$$

Now apply (4) with $f=n_{\rm per}$ and $g=V$, and unfold the cell integral:

$$\frac\Omega2\sum_{\mathbf G}|n_{\mathbf G}|^2v_R(G)=\frac12\int_{\rm cell}n_{\rm per}V\,d\mathbf r=\frac12\int n(\mathbf r)V(\mathbf r)\,d\mathbf r.$$

Call this energy $E_R$. Substituting (6) gives

$$E_R=\frac12\iint n(\mathbf r)n(\mathbf r')\sum_{\mathbf T}v_R(|\mathbf r-\mathbf r'-\mathbf T|)\,d\mathbf r\,d\mathbf r'. \tag{7}$$

Equation (7) holds for every finite $R>0$; condition (1) has not yet been used. The proof did not require the Fourier series of $W$ itself to converge at each point.

## 5. Two distance estimates

In (7) both $\mathbf r$ and $\mathbf r'$ lie in $S$, since the integrand vanishes otherwise.

**The term $\mathbf T=0$.** By the definition of the diameter, $|\mathbf r-\mathbf r'|\le D\le R$. If the distance is less than $R$, then $v_R=1/|\mathbf r-\mathbf r'|$. Equality can occur when $R=D$, but for fixed $\mathbf r$ the points at distance $R$ form a spherical surface, which has zero volume and does not affect the integral. This term is therefore the isolated energy $E$.

**The terms $\mathbf T\ne0$.** The triangle inequality gives

$$|\mathbf r-\mathbf r'-\mathbf T|\ \ge\ |\mathbf T|-|\mathbf r-\mathbf r'|\ \ge\ T_{\min}-D\ \ge\ R.$$

The truncated interaction is zero at such distances, so every image term vanishes. Hence $E_R=E$, which is (2).

The two conditions have separate tasks. The first makes the radius long enough to keep every interaction within the density; the second keeps it short enough to miss every image.

## 6. What the conditions require of the cell

Condition (1) can be written as a window for the radius,

$$D\le R\le T_{\min}-D. \tag{8}$$

The window is non-empty when $T_{\min}\ge2D$. Inside it, each term $v_R(G)$ with $G\neq 0$ generally changes with $R$, and so does the $G=0$ term, but their weighted sum does not.

The distance $R+D$ in (1) refers to the lattice translation, not to the empty gap between a density and its image. For the gap, $R$ is enough: $|\mathbf r-\mathbf r'-\mathbf T|$ is the distance from a point of $S$ to a point of the shifted set $S+\mathbf T$, so all image terms vanish if that gap is at least $R$ for every $\mathbf T\ne0$.

Condition (1) is therefore sufficient but not necessary. A long, thin density of thickness $w<D$ can satisfy the gap criterion with $R=D$ in a rectangular cell whose transverse edges are $D+w$ and whose long edge is $2D$, even though $T_{\min}=D+w<2D$. For a non-negative density with no image in range, the radius must still cover the longest distance between regions that carry charge, by (10) below. For a density of mixed sign $R\ge D$ is only sufficient: two separated neutral spherical pieces of radius $a$ do not interact, so any $R\ge 2a$ that is no larger than the gap between them and the gaps to the images also gives $E$.

For a charged density, increasing $R$ without bound in a fixed cell is not a route to the isolated limit. The $G=0$ energy is

$$\frac\Omega2\,\frac{N^2}{\Omega^2}\,2\pi R^2=\frac{\pi R^2N^2}{\Omega}, \tag{9}$$

which grows as $R^2$ for a charged density, while the sphere of radius $R$ takes in more and more images. The terms with $G\ne0$ are non-negative by (5), so $E_R$ is at least as large as (9) and grows without bound. For a non-negative density with $R\ge D$, any $R$ larger than the smallest gap between charged regions and their images adds a positive image energy, so the cell must grow with $R$. A density of mixed sign can be an exception: a neutral spherical density of radius $a$ in a cube of edge $L$ gives $E$ again for $L+2a\le R\le\sqrt2\,L-2a$, an interval that exists only when $L\ge 4a/(\sqrt2-1)\approx9.66\,a$, because each image is then wholly in range, where it exerts no field, or wholly out of range.

## 7. The error outside the window

Subtracting $E$ from (7) gives the error for any $R$:

$$E_R-E=\frac12\iint n(\mathbf r)n(\mathbf r')\left[\sum_{\mathbf T\ne0}v_R(|\mathbf r-\mathbf r'-\mathbf T|)-\frac{\theta(|\mathbf r-\mathbf r'|-R)}{|\mathbf r-\mathbf r'|}\right]d\mathbf r\,d\mathbf r'. \tag{10}$$

Here $\theta$ is one for a non-negative argument and zero otherwise. The first part adds interactions with images. The second removes internal interactions longer than $R$.

For a non-negative density, the first part cannot lower the energy and the second cannot raise it. In a cell with $T_{\min}<2D$ both may be present and may partly cancel, so a small total error does not by itself show that both conditions hold. For a density of mixed sign, neither part has a fixed sign.

Electron densities of atoms and molecules have tails rather than a sharp boundary. Equation (2) is then an approximation whose error is governed by the pairs of points in (10) that lie too far apart or too close to an image. In practice $D$ must be chosen so that the charge left outside contributes less than the accuracy required.

## 8. The potential

The same distance estimates apply to (6) when $\mathbf r$ lies in $S$. They give

$$V(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'\qquad(\mathbf r\in S).$$

The estimates fail for a general point of the cell. Such a point may be farther than $R$ from part of the density, or closer than $R$ to an image. The energy is unaffected, because $V$ enters it multiplied by $n$, but in the empty region the potential is guaranteed to be that of the isolated system only at points that lie within $R$ of all of $S$ and at least $R$ from every image.

## 9. A finite plane-wave cutoff

Equation (2) refers to the complete sum. Suppose that the exact coefficients $n_{\mathbf G}$ are used, but only for $G\le G_c$. All terms are non-negative, so the partial sum approaches $E$ from below as $G_c$ grows. Using the second bound in (5), and $1/G^2\le1/G_c^2$ for the omitted terms, the missing energy satisfies

$$\Delta E=\frac\Omega2\sum_{G>G_c}|n_{\mathbf G}|^2v_R(G)\le\frac{4\pi}{G_c^2}\,\Omega\sum_{G>G_c}|n_{\mathbf G}|^2.$$

The images do not overlap, since $T_{\min}\ge 2D>D$. Parseval's theorem therefore gives $\Omega\sum_{\mathbf G}|n_{\mathbf G}|^2=\int n^2d\mathbf r$, and

$$\Delta E\le\frac{4\pi}{G_c^2}\left[\int n^2\,d\mathbf r-\Omega\sum_{G\le G_c}|n_{\mathbf G}|^2\right]. \tag{11}$$

This error comes from the resolution of the density. It is distinct from the image error in (10), and enlarging the cell at fixed $G_c$ is not a remedy for it.

## 10. Worked example: two charged balls

**The density.** Take two balls of radius $a=0.75$ Å, with centres at $x=0$ and $x=d=2$ Å. Each has the unit-charge profile

$$b(r)=C\left(1-\frac{r^2}{a^2}\right)^2\quad(r<a).$$

With $t=r/a$, normalisation requires

$$1=4\pi Ca^3\int_0^1(t^2-2t^4+t^6)\,dt=4\pi Ca^3\left(\frac13-\frac25+\frac17\right)=4\pi Ca^3\,\frac{8}{105},$$

so $4\pi Ca^3=105/8$. The two most distant points lie on the outer ends of the pair, and $D=d+2a=3.5$ Å. In a cube of edge $8$ Å, the window (8) is $3.5$ Å $\le R\le4.5$ Å.

**The isolated energy.** Let $Q(r)$ be the charge of one ball inside radius $r$. Two concentric shells interact with energy equal to the product of their charges divided by the larger radius. The factor $\frac12$ in the Hartree energy is cancelled by the two equal orderings of the shells, which leaves

$$E_{\rm self}=\int_0^a\frac{Q(r)}{r}\,4\pi r^2b(r)\,dr.$$

Integrating the profile gives $Q=\frac{105}{8}\left(\frac{t^3}{3}-\frac{2t^5}{5}+\frac{t^7}{7}\right)$. Therefore

$$E_{\rm self}=\frac1a\left(\frac{105}{8}\right)^2\int_0^1(t-2t^3+t^5)\left(\frac{t^3}{3}-\frac{2t^5}{5}+\frac{t^7}{7}\right)dt.$$

Multiplying out, the integral is

$$\frac1{15}-\frac{16}{105}+\frac{134}{945}-\frac{24}{385}+\frac1{91}=\frac{128}{27027},\qquad E_{\rm self}=\frac{350}{429\,a}.$$

This is $15.66395$ eV. The balls do not touch, because $d>2a$, so they interact as point charges: $1/d$ corresponds to $7.19982$ eV. For charges $+1,+1$,

$$E=2(15.66395)+7.19982=38.52772\ \text{eV},$$

or $1.415868$ hartree. For charges $+1,-1$ the pair term changes sign and $E=24.12808$ eV.

**The reciprocal sum.** For ball charges $q_1,q_2$, the coefficients are

$$n_{\mathbf G}=\frac{F(G)}{\Omega}\left(q_1+q_2e^{-iG_xd}\right),\qquad F(G)=\frac{4\pi}{G}\int_0^a r\,b(r)\sin Gr\,dr,$$

with $F(0)=1$. At $R=4$ Å the sum gives $38.52772$ eV and $24.12808$ eV for the two cases, in agreement with the isolated energies. The numerical check tests this agreement to within $10^{-6}$ eV, also at both edges of the window.

For the charged pair, (9) gives a $G=0$ energy of $\pi(4^2)(2^2)/8^3=0.3927$ Å$^{-1}$. Since $1$ Å$^{-1}$ corresponds to $2\times7.19982=14.3996$ eV, this term is $5.6547$ eV.

**Comparison with the ordinary kernel.** If $4\pi/G^2$ is used and $G=0$ is omitted, the energy is $28.616$ eV, which is $9.912$ eV below the isolated value. Omitting $G=0$ amounts to adding a uniform neutralising background. At $R=4$ Å the $G=0$ term of the truncated kernel, $5.655$ eV, accounts for only part of the difference; the other $4.257$ eV comes from the changed factors at $G\ne0$. This split depends on $R$: by (9) the $G=0$ term runs from $4.329$ eV at $R=3.5$ Å to $7.157$ eV at $R=4.5$ Å, while the total difference stays the same. For no radius in the window does adding the term (9) to the ordinary kernel recover the isolated energy.

**Outside the window.** The errors for the charged pair, relative to the isolated energy, are:

| $R$ (Å) | $E_R-E$ (eV) |
|---|---|
| 2.5 | −0.5859 |
| 3.0 | −0.0073 |
| 5.0 | +0.0024 |
| 5.5 | +0.1953 |

The signs are those expected from (10). As a separate real-space test, (10) was averaged over one million random pairs of points drawn from the density. This gave $-0.5895\pm0.0025$ eV at $R=2.5$ Å and $+0.1951\pm0.0010$ eV at $R=5.5$ Å, where the uncertainties are standard errors.

The error at $3.0$ Å is small although $R<D$. The profile vanishes smoothly at the surface of each ball, so few pairs approach the maximum distance: the largest distance in the sample was $3.305$ Å, compared with $D=3.5$ Å.

**The potential.** At $x=0.3$ Å, inside the first ball, the truncated periodic and isolated potential energies of a unit test charge are both $44.370$ eV. At $x=5$ Å, outside $S$, they differ. With $R=4$ Å, the ball at $x=0$ is wholly out of range, while the ball at $x=2$ Å and the image ball at $x=8$ Å are wholly in range, each centred $3$ Å away. Thus

$$V=14.3996\left(\frac13+\frac13\right)=9.600\ \text{eV},\qquad V_{\rm isolated}=14.3996\left(\frac15+\frac13\right)=7.680\ \text{eV}.$$

**The cutoff.** At $R=4$ Å and a density cutoff $G_c^2/2$ of $150.4$ eV, the missing energy is $0.375$ eV and the bound (11) is $1.090$ eV. At $601.6$ eV they are $0.0010$ eV and $0.0034$ eV. The truncation radius is inside the window in both cases; what improves is the resolution of the density. The bound does not depend on $R$, but the missing energy does: at $150.4$ eV it is $0.30$ eV for $R=3.75$ Å and $0.57$ eV for $R=4.25$ Å.

## Numbers as computed

```
ball radius a = 0.75 angstrom
centre distance d = 2.00 angstrom
support diameter D = 3.50 angstrom
cube edge L = 8.00 angstrom
exact window for R: 3.50 to 4.50 angstrom
reference truncation radius R = 4.00 angstrom
self-energy of one unit ball = 15.663950 eV
pair energy of two unit balls = 7.199823 eV
isolated energy, charges +1 +1 = 38.527723 eV
the same in atomic units = 1.415868 hartree
truncated periodic energy, +1 +1 = 38.527723 eV
isolated energy, charges +1 -1 = 24.128077 eV
truncated periodic energy, +1 -1 = 24.128077 eV
R = 2.5 angstrom: energy error (+1 +1) = -5.8587e-01 eV
R = 3.0 angstrom: energy error (+1 +1) = -7.3080e-03 eV
R = 3.5 angstrom: energy error (+1 +1) = -6.9018e-10 eV
R = 4.0 angstrom: energy error (+1 +1) = -6.9089e-10 eV
R = 4.5 angstrom: energy error (+1 +1) = -6.9122e-10 eV
R = 5.0 angstrom: energy error (+1 +1) = 2.4360e-03 eV
R = 5.5 angstrom: energy error (+1 +1) = 1.9529e-01 eV
number of sampled pairs = 1000000
largest sampled pair distance = 3.305 angstrom
smallest sampled image distance = 4.710 angstrom
R = 2.5 angstrom: sampled error = -0.5895 eV, standard error 0.0025 eV
R = 5.5 angstrom: sampled error = 0.1951 eV, standard error 0.0010 eV
G = 0 term at R = 4.0 angstrom = 5.654728 eV
ordinary periodic energy, G = 0 omitted = 28.615692 eV
its error = -9.912031 eV
x = 0.30 angstrom: potential energy truncated 44.3700 eV, isolated 44.3700 eV
x = -0.75 angstrom: potential energy truncated 24.4358 eV, isolated 24.4358 eV
x = 5.00 angstrom: potential energy truncated 9.5998 eV, isolated 7.6798 eV
density cutoff G^2/2 = 150.4 eV: missing 3.748e-01 eV, bound 1.090e+00 eV
density cutoff G^2/2 = 338.4 eV: missing 1.003e-02 eV, bound 2.980e-02 eV
density cutoff G^2/2 = 601.6 eV: missing 1.005e-03 eV, bound 3.427e-03 eV
density cutoff G^2/2 = 2406.6 eV: missing 1.037e-05 eV, bound 3.070e-05 eV
```
